# Surface loss velocity of a diffusing radical gas at a wall: a numerical check

```python
# Result under test: a diffusing radical gas beside a planar wall obeys
#     J = s * n_w,   s = gamma * v / (2 * (2 - gamma))
# J: net flux to the wall; n_w: diffusion profile extrapolated to the wall;
# gamma: loss probability per impact; v: mean thermal speed; D: diffusion coefficient.
# The formula is a first-gradient approximation. A kinetic solution measures its error:
#     1/s_kinetic = 4*(1-gamma)/(gamma*v) + C/v,  where flux matching has C = 2.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp


def loss_velocity(gamma, speed):
    return gamma * speed / (2 * (2 - gamma))


# ---- Velocity-space quadrature; thermal velocity sqrt(kT/m) = 1 ----
def speed_average(func):
    weight = lambda c: np.sqrt(2 / np.pi) * c**2 * np.exp(-c**2 / 2)
    return quad(lambda c: weight(c) * func(c), 0, 12, epsabs=1e-12)[0]


gl_x, gl_w = np.polynomial.legendre.leggauss(20)
cos_pos, cos_wt = (gl_x + 1) / 2, gl_w / 2      # cosines on (0, 1)
maxwell_speed = speed_average(lambda c: c)
assert abs(maxwell_speed - np.sqrt(8 / np.pi)) < 1e-9

collision_times = {"constant time": lambda c: 1.0,
                   "constant path": lambda c: 1.0 / c if c > 0 else 0.0}
for tau in collision_times.values():
    # f = f0 * (n - tau*c*cosine*gradient), x measured away from the wall
    diffusion = speed_average(lambda c: c**2 * tau(c)) / 3

    def one_way(direction, density, gradient):
        total = 0.0
        for cosine, weight in zip(cos_pos, cos_wt):
            total += 0.5 * weight * speed_average(
                lambda c: c * cosine
                * (density - tau(c) * c * direction * cosine * gradient))
        return total

    toward, away = one_way(-1, 1.0, 0.1), one_way(+1, 1.0, 0.1)
    net = diffusion * 0.1
    assert abs(toward - (maxwell_speed / 4 + net / 2)) < 1e-8
    assert abs(away - (maxwell_speed / 4 - net / 2)) < 1e-8
    uniform = one_way(-1, 1.0, 0.0)
    slope_in, slope_out = one_way(-1, 0.0, 1.0), one_way(+1, 0.0, 1.0)
    for gamma in (0.01, 0.3, 1.0):
        # gradient at which the returned flux is (1-gamma) of the incident flux
        gradient = gamma * uniform / (-slope_out + (1 - gamma) * slope_in)
        expected = loss_velocity(gamma, maxwell_speed)
        assert abs(diffusion * gradient / expected - 1) < 1e-7


# ---- Half-space kinetic equation solved with discrete normal velocities ----
def velocity_grid(model, count):
    x, w = np.polynomial.legendre.leggauss(count)
    if model == "one-speed":
        nodes, weights = (x + 1) / 2, w / 2
    else:
        nodes = 6.5 * (x + 1) / 2
        weights = w * np.exp(-nodes**2 / 2)
    return nodes, 0.5 * weights / weights.sum()


def kinetic_wall(model, gamma, count=80):
    """Return v/s and the ratio of true to extrapolated wall density."""
    mu, w = velocity_grid(model, count)
    nodes, weights = np.concatenate([mu, -mu]), np.concatenate([w, w])
    matrix = (np.outer(np.ones(2 * count), weights)
              - np.eye(2 * count)) / nodes[:, None]
    values, vectors = np.linalg.eig(matrix)
    decaying = values.real < -0.05
    assert decaying.sum() == count - 1
    basis = np.column_stack([np.ones(2 * count), vectors[:, decaying].real])
    particular = -nodes                         # belongs to unit density gradient
    returned = (1 - gamma) * w * mu / np.sum(w * mu)
    lhs = basis[:count] - (returned @ basis[count:])[None, :]
    rhs = -(particular[:count] - returned @ particular[count:])
    coeff = np.linalg.solve(lhs, rhs)
    extrapolated = coeff[0]
    true_density = weights @ (basis @ coeff + particular)
    diffusion = weights @ nodes**2
    mean_speed = 4 * np.sum(w * mu)
    return extrapolated * mean_speed / diffusion, true_density / extrapolated


models = ("one-speed", "thermalizing")
constant_C, density_ratio = {}, {}
for model in models:
    constant_C[model], density_ratio[model] = kinetic_wall(model, 1.0)
    assert abs(kinetic_wall(model, 1.0, 40)[0] - constant_C[model]) < 1e-3
    for gamma in (0.01, 0.1, 0.5, 0.9):
        inverse = kinetic_wall(model, gamma)[0]
        superposed = 4 * (1 - gamma) / gamma + constant_C[model]
        assert abs(inverse / superposed - 1) < 1e-6
        error = loss_velocity(gamma, 1.0) * inverse - 1
        predicted = (constant_C[model] - 2) * gamma / (2 * (2 - gamma))
        assert abs(error - predicted) < 1e-5

# Separate integral for the one-speed extrapolation length (in mean free paths)
phi = np.pi / 4 * (gl_x + 1)
milne = np.sum(np.pi / 4 * gl_w * (3 / np.sin(phi)**2
               - 1 / (1 - phi / np.tan(phi)))) / np.pi
assert abs(3 * milne - constant_C["one-speed"]) < 1e-3

# ---- Example: O atoms in O2 above a porous SiCOH film (rough typical values) ----
temperature, pressure_torr, gap = 300.0, 1.0, 2.0        # K, Torr, cm
diff_coeff = 240.0 / pressure_torr                       # cm2/s
atom_fraction, exposure = 0.01, 30.0                     # -, s
flow_sccm, wafer_radius = 500.0, 15.0                    # sccm, cm
ozone_rate = 6e-34                                       # cm6/s, rough
atom_mass = 15.999 * const.atomic_mass


def mean_speed_cm(temp):
    return 100 * np.sqrt(8 * const.k * temp / (np.pi * atom_mass))


def gas_density_cm(temp):
    return pressure_torr * const.torr / (const.k * temp) * 1e-6


speed = mean_speed_cm(temperature)
gas_density = gas_density_cm(temperature)
source_density = atom_fraction * gas_density
free_path = 3 * diff_coeff / speed


def gap_flux(s, density=source_density, diffusion=diff_coeff):
    return density / (gap / diffusion + 1 / s)


def numerical_flux(s, peclet=0.0, reaction=0.0):
    """Solve diffusion, flow toward the wafer and first-order volume loss."""
    biot = s * gap / diff_coeff

    def equations(x, y):
        flow = peclet * (3 * x**2 - 2 * x**3)
        return np.vstack([y[1], -flow * y[1] + reaction * y[0]])

    def boundary(wall, source):
        return np.array([wall[1] - biot * wall[0], source[0] - 1])

    grid = np.linspace(0, 1, 41)
    guess = np.vstack([(1 + biot * grid) / (1 + biot),
                       np.full(41, biot / (1 + biot))])
    solution = solve_bvp(equations, boundary, grid, guess, tol=1e-8)
    assert solution.success
    return source_density * diff_coeff / gap * solution.sol(0.0)[1]


print(f"Gas temperature: {temperature:.0f} K")
print(f"Pressure: {pressure_torr:.1f} Torr")
print(f"Gap: {10 * gap:.0f} mm")
print(f"Diffusion coefficient (rough): {diff_coeff:.0f} cm2/s")
print(f"O-atom fraction at source (rough): {100 * atom_fraction:.1f} %")
print(f"Mean thermal speed of O: {speed:.4e} cm/s")
print(f"Gas density: {gas_density:.3e} cm^-3")
print(f"O density at source: {source_density:.3e} cm^-3")
print(f"Mean free path 3D/v: {10 * free_path:.4f} mm")
print(f"Mean free path / gap: {free_path / gap:.5f}")
print(f"Diffusion velocity D/L: {diff_coeff / gap:.1f} cm/s")
print("Columns: gamma | s (cm/s) | gamma*v/4 (cm/s) | n_w/n0 |"
      " flux (cm^-2 s^-1) | flux with gamma*v/4")
for gamma in (0.001, 0.01, 0.1, 1.0):
    s, simple = loss_velocity(gamma, speed), gamma * speed / 4
    flux = gap_flux(s)
    assert abs(numerical_flux(s) / flux - 1) < 1e-5
    print(f"{gamma:5.3f} | {s:9.2f} | {simple:9.2f} | {flux / s / source_density:.5f}"
          f" | {flux:.4e} | {gap_flux(simple):.4e}")

gamma_film = 0.01
s_film = loss_velocity(gamma_film, speed)
flux_film = gap_flux(s_film)
print(f"Film loss probability used below (rough): {gamma_film:.2f}")
print(f"Extrapolation length D/s for film: {10 * diff_coeff / s_film:.2f} mm")
print(f"Exposure time: {exposure:.0f} s")
print(f"O atoms lost on film in that time: {flux_film * exposure:.3e} cm^-2")
black_gain = gap_flux(speed / 2) / gap_flux(speed / 4) - 1
print(f"Flux change, s=v/2 instead of v/4, gamma=1: {100 * black_gain:.3f} %")

s_given = 2.0e4
gamma_simple = 4 * s_given / speed
gamma_matched = 4 * s_given / (speed + 2 * s_given)
assert gamma_simple > 1 > gamma_matched
assert abs(loss_velocity(gamma_matched, speed) / s_given - 1) < 1e-12
print(f"Given loss velocity for inversion: {s_given:.2e} cm/s")
print(f"gamma from 4s/v: {gamma_simple:.3f}")
print(f"gamma from 4s/(v+2s): {gamma_matched:.3f}")

print(f"One-speed extrapolation length, gamma=1: {milne:.4f} mean free paths")
print(f"Flux-matching extrapolation length, gamma=1: {2 / 3:.4f} mean free paths")
for model in models:
    print(f"C, {model} gas (flux matching has 2): {constant_C[model]:.4f}")
    print(f"True/extrapolated wall density, gamma=1, {model}: "
          f"{density_ratio[model]:.3f}")
    for gamma in (0.01, 0.1, 1.0):
        excess = loss_velocity(gamma, 1.0) * kinetic_wall(model, gamma)[0] - 1
        print(f"Formula s above kinetic s, gamma={gamma:.2f}, {model}: "
              f"{100 * excess:.3f} %")

# ---- Effects neglected in the example ----
flow_rate = flow_sccm / 60 * (const.atm / const.torr) / pressure_torr \
    * temperature / const.zero_Celsius
flow_speed = flow_rate / (np.pi * wafer_radius**2)
peclet = flow_speed * gap / diff_coeff
volume_rate = ozone_rate * gas_density**2
reaction = volume_rate * gap**2 / diff_coeff
flow_change = numerical_flux(s_film, peclet=peclet) / flux_film - 1
ozone_change = numerical_flux(s_film, reaction=reaction) / flux_film - 1
warm = temperature + 30
warm_flux = gap_flux(loss_velocity(gamma_film, mean_speed_cm(warm)),
                     atom_fraction * gas_density_cm(warm),
                     diff_coeff * (warm / temperature)**1.75)
print(f"Gas feed over 300 mm wafer: {flow_sccm:.0f} sccm")
print(f"Flow speed at source plane: {flow_speed:.2f} cm/s")
print(f"Peclet number of flow: {peclet:.4f}")
print(f"Film flux change from flow: {100 * flow_change:+.2f} %")
print(f"Three-body rate coefficient (rough): {ozone_rate:.0e} cm6/s")
print(f"Volume loss rate to ozone: {volume_rate:.3f} s^-1")
print(f"Film flux change from ozone formation: {100 * ozone_change:+.2f} %")
print(f"Film flux change if gas and wall are 30 K hotter: "
      f"{100 * (warm_flux / flux_film - 1):+.2f} %")
print("checks complete")
```

Printed output:

```
Gas temperature: 300 K
Pressure: 1.0 Torr
Gap: 20 mm
Diffusion coefficient (rough): 240 cm2/s
O-atom fraction at source (rough): 1.0 %
Mean thermal speed of O: 6.3009e+04 cm/s
Gas density: 3.219e+16 cm^-3
O density at source: 3.219e+14 cm^-3
Mean free path 3D/v: 0.1143 mm
Mean free path / gap: 0.00571
Diffusion velocity D/L: 120.0 cm/s
Columns: gamma | s (cm/s) | gamma*v/4 (cm/s) | n_w/n0 | flux (cm^-2 s^-1) | flux with gamma*v/4
0.001 |     15.76 |     15.75 | 0.88391 | 4.4840e+15 | 4.4820e+15
0.010 |    158.31 |    157.52 | 0.43117 | 2.1972e+16 | 2.1924e+16
0.100 |   1658.13 |   1575.22 | 0.06749 | 3.6019e+16 | 3.5892e+16
1.000 |  31504.41 |  15752.21 | 0.00379 | 3.8479e+16 | 3.8334e+16
Film loss probability used below (rough): 0.01
Extrapolation length D/s for film: 15.16 mm
Exposure time: 30 s
O atoms lost on film in that time: 6.592e+17 cm^-2
Flux change, s=v/2 instead of v/4, gamma=1: 0.379 %
Given loss velocity for inversion: 2.00e+04 cm/s
gamma from 4s/v: 1.270
gamma from 4s/(v+2s): 0.777
One-speed extrapolation length, gamma=1: 0.7104 mean free paths
Flux-matching extrapolation length, gamma=1: 0.6667 mean free paths
C, one-speed gas (flux matching has 2): 2.1313
True/extrapolated wall density, gamma=1, one-speed: 0.813
Formula s above kinetic s, gamma=0.01, one-speed: 0.033 %
Formula s above kinetic s, gamma=0.10, one-speed: 0.346 %
Formula s above kinetic s, gamma=1.00, one-speed: 6.567 %
C, thermalizing gas (flux matching has 2): 2.2933
True/extrapolated wall density, gamma=1, thermalizing: 0.696
Formula s above kinetic s, gamma=0.01, thermalizing: 0.074 %
Formula s above kinetic s, gamma=0.10, thermalizing: 0.772 %
Formula s above kinetic s, gamma=1.00, thermalizing: 14.665 %
Gas feed over 300 mm wafer: 500 sccm
Flow speed at source plane: 9.84 cm/s
Peclet number of flow: 0.0820
Film flux change from flow: +0.70 %
Three-body rate coefficient (rough): 6e-34 cm6/s
Volume loss rate to ozone: 0.622 s^-1
Film flux change from ozone formation: -0.32 %
Film flux change if gas and wall are 30 K hotter: +1.85 %
checks complete
```
